# Casimir's diffuse boundary mean free path for a square rod

## Question

I am working on phonon heat conduction in a long insulating rod of square cross-section, side \(w\), at temperatures where phonons scatter almost entirely at the walls. The walls are rough, so I treat them as fully diffuse. I define the boundary mean free path \(\Lambda\) by

\[
\kappa=\tfrac13\sum_j C_jv_j\Lambda ,
\]

where \(C_j\) is the heat capacity per volume of branch \(j\) and \(v_j\) its speed.

Casimir's method is supposed to give \(\Lambda\approx1.12\,w\). I can't get there. The mean distance between wall hits, four times volume over surface, gives \(w\). Replacing the square by a circle of equal area gives \(2w/\sqrt\pi\approx1.128\,w\). When I try the real integral, I get lost in the cases of which wall a ray hits. How is the integral done, is 1.12 right, and why is the answer not simply \(w\)? I would also like to see what it means for an actual rod, say NiO at 20 K.

## Answer

The case distinctions reduce to one simple trapezoid if you sort the interior points by the chords they lie on, instead of asking for each point which wall it sees. I first derive the integral, because its weight \(\cos^2\theta\) is also what separates \(\Lambda\) from the mean flight length.

### From wall emission to a cross-section integral

Let \(z\) run along the rod, and let the wall temperature have a small constant gradient \(G=dT/dz\). Each branch has an isotropic speed \(v\). Phonons fly freely between walls, and each wall element re-emits them with the Lambert (cosine) law at its local temperature. In the algebra \(\hbar=1\) and temperature is measured as an energy.

A phonon passing the point \(\mathbf r\) in direction \(\Omega\), at angle \(\theta\) to the axis, left the wall a distance \(L(\mathbf r,\Omega)\) upstream. The wall temperature there was \(T-GL\cos\theta\). If \(u(T)\) is the equilibrium energy density of the branch, the axial heat flux is

\[
q(\mathbf r)=\int\frac{d\Omega}{4\pi}\,v\cos\theta\;u(T-GL\cos\theta).
\]

To first order in \(G\), with \(C=du/dT\),

\[
q(\mathbf r)=vu(T)\int\frac{d\Omega}{4\pi}\cos\theta-CvG\int\frac{d\Omega}{4\pi}L\cos^2\theta .
\]

The first integral vanishes because \(\cos\theta\) is odd under \(\theta\to\pi-\theta\). Averaging over the cross-section and using \(\bar q=-\kappa G\),

\[
\kappa=Cv\langle L\cos^2\theta\rangle,\qquad \Lambda=3\langle L\cos^2\theta\rangle .
\]

The assumed linear wall temperature is self-consistent. The excess energy arriving at a wall element is proportional to \(-GL\cos\theta\) times the velocity component normal to the wall. Reversing the axial direction leaves \(L\) and the normal component unchanged but flips \(\cos\theta\), so the excess integrates to zero and the wall neither heats nor cools.

Now project the flight onto the cross-section. Its in-plane length \(\rho\) depends on \(\mathbf r\) and the in-plane angle \(\phi\), and \(L=\rho/\sin\theta\). With \(d\Omega=\sin\theta\,d\theta\,d\phi\) the sines cancel:

\[
\Lambda=\frac{3}{4\pi A}\int dA\int_0^{2\pi}d\phi\,\rho\int_0^\pi\cos^2\theta\,d\theta .
\]

The last integral is \(\pi/2\), so

\[
\Lambda=\frac{3}{8A}\int dA\int_0^{2\pi}d\phi\,\rho(\mathbf r,\phi).
\]

This is Casimir's cross-section integral.

### Sorting points by chords

Fix \(\phi\) and cut the cross-section into parallel chords. Let \(p\) be the sideways offset of a chord, \(\sigma(p)\) its length and \(t\) the distance along it from its upstream end. Then \(dA=dp\,dt\) and \(\rho=t\), so

\[
\int dA\,\rho=\int dp\int_0^{\sigma}t\,dt=\frac12\int\sigma^2dp,
\]

\[
\Lambda=\frac{3}{16A}\int_0^{2\pi}d\phi\int\sigma^2\,dp .
\]

A circle of radius \(R\) checks the prefactor. There \(\sigma^2=4(R^2-p^2)\), and the integral over \(p\) from \(-R\) to \(R\) is \(16R^3/3\) for every \(\phi\). Hence

\[
\Lambda=\frac{3}{16\pi R^2}\,2\pi\,\frac{16R^3}{3}=2R,
\]

the diameter.

### The square

By symmetry it is enough to treat \(0\le\phi\le\pi/4\), with \(\phi\) measured from one side. Write \(c=\cos\phi\), \(s=\sin\phi\). The chords run along \((c,s)\), and the offset is measured along \((-s,c)\). The corners \((w,0)\), \((0,0)\), \((w,w)\), \((0,w)\) then have offsets

\[
-sw,\quad 0,\quad (c-s)w,\quad cw .
\]

Between the two middle values a chord joins the left and right sides. It spans the horizontal distance \(w\), so \(\sigma=w/c\). On each outer interval, of width \(sw\), the chord cuts off a corner, and its length varies linearly between 0 and \(w/c\). The profile \(\sigma(p)\) is a trapezoid.

The square of a linear ramp integrates to one third of its width times its peak squared. Therefore

\[
\int\sigma^2dp=w^3\left[\frac{c-s}{c^2}+\frac{2s}{3c^2}\right]
=w^3\left[\frac1c-\frac{s}{3c^2}\right].
\]

The integral over one octant is \(w^3J\), with

\[
J=\int_0^{\pi/4}\left[\frac{1}{\cos\phi}-\frac{\sin\phi}{3\cos^2\phi}\right]d\phi .
\]

The antiderivatives are \(\ln(\sec\phi+\tan\phi)\) and \(\sec\phi\), so

\[
J=\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}=0.743302 .
\]

Eight equal octants make up the full circle, and \(A=w^2\):

\[
\Lambda=\frac{3}{16w^2}\,8w^3J=\frac32\,wJ,
\]

\[
\boxed{\frac{\Lambda}{w}=\frac32\ln(1+\sqrt2)-\frac{\sqrt2-1}{2}=1.114954}
\]

So 1.12 is slightly off. The value to three decimals is 1.115, and to two decimals it is 1.11. You get 1.12 if you round 1.115 a second time. The difference from 1.12 is about 0.5 %, which matters for checking the integral but hardly for a real rod. Your equal-area circle, at 1.128, is about 1.2 % too high.

As a test of the starting formula, ray distances from a grid of interior points, averaged over all directions without using chords, give 1.11515. The remaining difference of \(2\times10^{-4}\) is within the accuracy of the grid.

### Why the answer is not \(w\)

Follow one phonon as a random walker along \(z\). Each diffuse emission is symmetric in \(\pm z\), whatever happened before, so different axial steps \(\Delta z\) are uncorrelated. After \(N\) flights the mean square displacement is \(N\langle\Delta z^2\rangle\) and the mean elapsed time is \(N\langle L\rangle/v\). The diffusion coefficient is

\[
D=\frac{v\langle\Delta z^2\rangle}{2\langle L\rangle}.
\]

Since \(\kappa=CD\), we have \(D=v\Lambda/3\) and

\[
\Lambda=\frac{3\langle\Delta z^2\rangle}{2\langle L\rangle}.
\]

These averages run over flights emitted from the wall, not over interior points. The Lambert probability per solid angle is \(\cos\psi/\pi\), where \(\psi\) is the angle to the wall normal and \(\cos\psi=\sin\theta\cos\alpha\), with \(\alpha\) the in-plane angle to the normal. For a perimeter element \(dl\), the combination \(dl\cos\alpha\) is the chord offset \(dp\). Integrating over the perimeter \(P=4w\) therefore counts every directed chord once.

For the mean flight, \(L=\sigma/\sin\theta\) and the polar integral is \(\int_0^\pi\sin\theta\,d\theta=2\):

\[
\langle L\rangle=\frac{2}{\pi P}\int_0^{2\pi}d\phi\int\sigma\,dp
=\frac{2}{\pi P}\,2\pi A=\frac{4A}{P}=w .
\]

For the squared axial step, \(\Delta z^2=\sigma^2\cot^2\theta\) and the polar integral is \(\int_0^\pi\cos^2\theta\,d\theta=\pi/2\):

\[
\langle\Delta z^2\rangle=\frac{1}{2P}\int_0^{2\pi}d\phi\int\sigma^2dp
=\frac{8w^3J}{8w}=w^2J .
\]

The result is again \(\Lambda=\tfrac32wJ\). A direct sum over wall-emitted flights gives \(\langle L\rangle=1.00000\,w\), \(\langle\Delta z^2\rangle=0.74330\,w^2\) and \(\Lambda=1.11495\,w\).

Your value \(w\) is thus the correct mean flight, but diffusion also depends on the mean square step. In a bulk medium with isotropic, exponentially distributed flights of mean \(w\), one has \(\langle L^2\rangle=2w^2\) and \(\langle\Delta z^2\rangle=2w^2/3\), which gives \(\Lambda=w\). The square rod has the same mean flight but a larger mean square axial step, 0.743 instead of 0.667.

### A NiO rod at 20 K

NiO is an electrical insulator, so phonons are the natural heat carriers. I choose a side of 200 nm, a length of 20000 nm and an rms wall roughness of 10 nm. Rough typical sound speeds are 4000 m/s for the two transverse branches and 7000 m/s for the longitudinal one. Then

\[
\Lambda=1.115\times200\ \text{nm}=223\ \text{nm}\quad(2230\ \text{angstrom}).
\]

For linear branches at low temperature, each branch has

\[
u_j=\int_0^\infty\frac{\omega^3}{2\pi^2v_j^3}\,\frac{d\omega}{e^{\omega/T}-1}
=\frac{\pi^2T^4}{30v_j^3},
\qquad C_j=\frac{2\pi^2T^3}{15v_j^3}.
\]

Inserting this in the definition of \(\Lambda\), and then restoring ordinary units,

\[
\kappa=\frac{2\pi^2}{45}\,\frac{k_B^4T^3}{\hbar^3}\,\Lambda\sum_j\frac1{v_j^2}.
\]

The sum is \(2/4000^2+1/7000^2=1.454\times10^{-7}\ \text{s}^2/\text{m}^2\). With \(T=20\) K this gives \(\kappa\approx3.5\) W/(m K), with 86 % of the heat in the transverse branches. The thermal conductance \(\kappa w^2/\ell\), where \(\ell\) is the rod length, is about 7.1 nW/K.

### What the model leaves out, for this rod

**Grazing reflection.** Spectral heat conduction peaks at a phonon energy of \(3.83\,k_BT=0.0066\) eV. The wavelengths \(\lambda\) there are 2.5 nm (transverse) and 4.4 nm (longitudinal). Height fluctuations of rms size \(\eta\) give a reflected wave an rms phase \(4\pi\eta\cos\psi/\lambda\). For Gaussian fluctuations the specular probability is

\[
\exp\left[-\left(4\pi\eta\cos\psi/\lambda\right)^2\right].
\]

This ignores shadowing and conversion between branches. Since \(\cos\psi\le\sin\theta\), this formula keeps flights close enough to the axis specular for any finite roughness; a rougher wall only narrows the cone. For transverse phonons the cone has an opening of about \(\lambda/(4\pi\eta)=0.02\) rad.

A specular reflection keeps the sign of the axial step, so successive steps become positively correlated and \(\Lambda\) rises. Surviving \(n\) reflections narrows the cone as \(n^{-1/2}\), so the correlation terms fall as \(n^{-1/2}\) and their sum diverges for an endless rod without bulk scattering. Numerically, terms 33 to 64 add up to 2.03 times terms 9 to 16, where a pure \(n^{-1/2}\) series gives 2.03 for these blocks and 2 in the limit of large \(n\).

If chains of flights longer than the rod are dropped, the estimated gain at the dominant energy is 1.7 % for transverse and 6.2 % for longitudinal phonons, or 2.3 % if these two values are weighted by the heat in each branch. Phonons below the peak have wider cones, so an average over the whole spectrum is larger, nearer 4 %. This is a size, not a correction to apply. With a roughness of 1 nm the cone would be ten times wider, and the estimate would have to be redone.

**Finite length.** A single flight is longer than the rod if \(\sin\theta<\rho/\ell\). The two narrow cones around the axis contribute about \(2\rho/\ell\) to the polar integral \(\pi/2\), so their share of \(\Lambda\) is about \(4\langle\rho^2\rangle/(\pi\ell\langle\rho\rangle)\). Here it is 0.86 %. This counts only flights longer than the whole rod. Shorter flights near the two ends are cut off as well, so the conductance between two heat reservoirs falls by more, typically a few percent at this ratio of length to side.

**Bulk scattering.** With a bulk mean free path \(\ell_b\), a phonon remembers the upstream temperature over the length

\[
\int_0^L e^{-x/\ell_b}dx=\ell_b\left(1-e^{-L/\ell_b}\right)
\]

instead of \(L\). Rough estimates for mass disorder and umklapp processes give \(\ell_b\approx6\times10^4\) nm for the dominant transverse phonons, which lowers their \(\Lambda\) by about 1 %. The disorder rate grows as \(\omega^4\), so phonons above the peak lose more, and the loss averaged over the heat spectrum is a few percent. Even at the peak the loss exceeds the ratio \(\Lambda/\ell_b\approx0.4\) %. The first-order loss is \(L^2/(2\ell_b)\), and its angular average contains \(\int\cos^2\theta\,d\theta/\sin\theta\), which diverges logarithmically near the axis until the exponential cuts it off. Long flights therefore enhance the loss.

**Waves and branch curvature.** The dominant wavelengths are 1.3 % and 2.2 % of the side, which supports a ray picture for most directions. Near the axis it fails: the wavelength across the rod is \(\lambda/\sin\theta\), which for transverse phonons at \(\theta=0.02\) is about 125 nm, comparable to the side. The estimates above that rest on nearly axial flights are therefore only rough sizes. For a sine-shaped transverse branch the group speed at the dominant energy is between 3 and 4 % lower, but \(\kappa\) does not fall with it. Per frequency, the density of states times the group speed is \(k^2/(2\pi^2)\), with \(k\) the wave number, so the group speed cancels. To leading order \(k^2\) at fixed frequency rises by two thirds of the speed drop, a little over 2 % at the dominant energy. The rise grows as \(\omega^2\), and averaged over the heat spectrum it raises the transverse \(\kappa\) by about 5 %.

**Magnons.** NiO is antiferromagnetic. If its two magnon branches were gapless, with a rough speed of 40000 m/s and the same \(\Lambda\), they would carry about 1 % of the phonon heat, because the heat per branch scales as \(1/v^2\). The real branches have gaps, which lower this share.

**Sound speeds.** Raising the transverse speed by 10 %, with the rest fixed, lowers \(\kappa\) by 15 %. This is larger than the effects sized above, so two digits in \(\kappa\) are already generous. The directional dependence of the speeds in a real crystal is not included, and it can be as large. With cubic elastic constants \(C_{11},C_{12},C_{44}\) of 271, 125 and 105 GPa and a density of 6810 kg/m\(^3\), the transverse speed ranges from about 3300 to 3900 m/s and the direction average of \(\sum_j1/v_j^2\) is 19 % above the value used here. With 345, 141 and 106 GPa it is 3 % above.

The material numbers above are rough values for NiO, while the geometry and roughness are my choices. A real rod may also break the assumption of a clean interior: grain boundaries, twin or domain walls and point defects are all missing. Since \(\ell_b(1-e^{-L/\ell_b})\) never exceeds \(\ell_b\), and \(3\langle\cos^2\theta\rangle=1\), the mean free path cannot exceed \(\ell_b\) in this relaxation picture. Grains that limit \(\ell_b\) to 20 nm would cut \(\Lambda\), and \(\kappa\) with it, by more than a factor of ten. Warming the rod shortens \(\ell_b\) as well. The factor 1.115 applies when \(\ell_b\) and the rod length are both much longer than the side, and the walls are rough on the scale of the phonon wavelength. The numerical output below lists the remaining inputs and intermediate values.

## Numbers as computed

```
Lambda/side, closed form: 1.114954
Lambda/side, rounded to two decimals: 1.11
Lambda/side, area and angle quadrature: 1.11515
Lambda/side, wall random walk: 1.11495
Lambda/diameter, circle quadrature: 1.00000
Equal-area circle diameter/side: 1.12838
Mean flight/side: 1.00000
Mean squared axial step/side^2: 0.74330
Octant integral: 0.743302
Mean in-plane wall distance/side: 0.47328
Side: 200 nm
Rod length: 20000 nm
Roughness rms: 10 nm
Temperature: 20 K
Transverse speed (rough): 4000 m/s
Longitudinal speed (rough): 7000 m/s
Magnon speed (rough): 40000 m/s
Lattice parameter (rough): 0.418 nm
Mass-disorder parameter (rough): 3.0e-04
Grueneisen parameter (rough): 2.0
Mean atomic mass (rough): 37.3 u
Lambda: 223.0 nm
Lambda converted: 2230 angstrom
Thermal conductivity: 3.525 W/(m K)
Thermal conductance: 7.050 nW/K
Transverse share of heat: 86.0 %
Dominant phonon energy/(kB T): 3.830
Dominant phonon energy: 0.00660 eV
Transverse wavelength: 2.51 nm
Longitudinal wavelength: 4.39 nm
Transverse wavelength/side: 1.25 %
Longitudinal wavelength/side: 2.19 %
First specular term, transverse: +1.4 %
First specular term, longitudinal: +4.1 %
Specular gain, transverse: +1.7 %
Specular gain, longitudinal: +6.2 %
Specular gain, heat-weighted: +2.3 %
Endless-rod block-sum ratio: 2.032
Share of flights beyond rod length: 0.86 %
Acoustic cutoff temperature: 452 K
Mass-disorder rate: 6.89e+07 1/s
Umklapp rate: 1.01e+06 1/s
Bulk mean free path: 57226 nm
Loss of Lambda by bulk scattering: 0.98 %
Group speed drop, sine branch: 3.5 %
Magnon heat/phonon heat: 0.86 %
kappa change, v_trans +10 %: -14.9 %
```
